Thermal factors of quantum oscillations in thermopower and specific heat

**Problem**

A metal in a magnetic field B has a density of states g(ε) and an energy-resolved conductivity σ(ε) that oscillate as Landau levels pass the Fermi level. In the conductivity, temperature reduces the oscillation by the factor

R(X) = X/sinh X.

(a) Find the corresponding factors for the thermopower and the electronic specific heat.

(b) The specific-heat oscillation reverses sign at some temperature. Find the value of X at which this happens, show that it is the only one, and say what the thermopower does there.

(c) Evaluate the results for cyclotron mass m = 0.2 electron masses, B = 10 T, chemical potential μ = 0.1 eV and relative oscillation amplitudes of 0.01. These are round model parameters.

Model and conventions. The electrons are independent, with charge −e, and k is Boltzmann's constant. One extremal orbit and one harmonic p are kept. Near μ the oscillating parts are

g̃(ε) = g₁ cos[θ + λ(ε − μ)], σ̃(ε) = σ₁ cos[θ + λ(ε − μ)].

The phase is 2πpF(ε)/B plus a constant, where F is the oscillation frequency in tesla. Since dF/dε = m/(ħe), its slope is

λ = 2πpm/(ħeB) = 2πp/(ħω_c), ω_c = eB/m.

The smooth parts are g₀ and σ₀. Both kT and ħω_c are much smaller than μ, while g₁, σ₁ and m are constant over the thermal window and independent of T. Temperature changes are made at fixed μ and B. Scattering is elastic and phonon drag is left out. Current and temperature gradient lie along B, which is a symmetry axis, so that the thermopower is a ratio of scalars.

**The two integrals**

Let f be the Fermi function and u = (ε − μ)/(kT). Then

(−∂f/∂ε) dε = w(u) du, w(u) = 1/[4 cosh²(u/2)].

Because kT ≪ μ, the u integrals may run from −∞ to ∞.

*Thermoelectric coefficient.* With elastic scattering each energy slice conducts independently. A field E (including the gradient of μ) and a temperature gradient drive the slice at ε through the combination E + [(ε − μ)/(eT)]∇T. Writing j = σE − α∇T gives

α = −(1/eT) ∫ σ(ε)(ε − μ)(−∂f/∂ε) dε = −(k/e) ∫ σ u w du.

At j = 0 the field is E = S∇T, with thermopower S = α/σ.

*Specific heat.* The entropy of a state with occupation f changes by k ln[(1 − f)/f] df = [(ε − μ)/T] df. At fixed μ, ∂f/∂T = [(ε − μ)/T](−∂f/∂ε), so

C = (1/T) ∫ g(ε)(ε − μ)²(−∂f/∂ε) dε = k²T ∫ g u² w du.

Set a = λkT, the phase change over an energy kT. Expand cos(θ + au) = cos θ cos au − sin θ sin au and use that w is even:

α̃ = (k/e) σ₁ sin θ M₁(a), M₁ = ∫ u w sin(au) du,

C̃ = k²T g₁ cos θ M₂(a), M₂ = ∫ u² w cos(au) du.

Moreover dM₁/da = M₂. The thermopower factor is therefore stationary wherever the specific-heat factor vanishes.

**First estimate by scaling**

The weight u²w is zero at the Fermi level and has two lobes, one on each side. Their peaks follow from

d ln(u²w)/du = 2/u − tanh(u/2) = 0, or u tanh(u/2) = 2,

which gives u ≈ ±2.40. Replace each lobe by a spike at its peak. M₂ is then proportional to cos(2.40a), which is positive for small a and changes sign when the phase at the peak reaches a quarter turn:

a ≈ π/(2 × 2.40) ≈ 0.65.

In terms of X = πa, the combination that will appear in R, this is X ≈ 2.06.

The reason for the inversion is already visible. Heat is absorbed by electrons a few kT away from μ, not at μ. Once a quarter period of the oscillation is about as short as the distance of the lobes from μ, a maximum of g at μ comes with values of g below its average over much of each lobe, and the weighted average turns negative. For a much faster oscillation the positive and negative half-periods nearly cancel within each lobe and the amplitude dies away.

For the size of the thermopower oscillation, replace the sine in M₁ by its largest value:

M₁ ≤ ∫ |u| w du = 2 ln 2 ≈ 1.39.

The oscillation of α/σ₀ thus cannot exceed 1.39 (k/e)(σ₁/σ₀).

**Exact solution**

*The basic integral.* Let I(a) = ∫ w e^{iau} du with a > 0. Integrate around the rectangle with corners −L, L, L + 2πi and −L + 2πi. The function cosh²(u/2) is unchanged by u → u + 2πi, while the exponential gains e^{−2πa}. The upper side, traversed backwards, gives −e^{−2πa}I, and the vertical sides vanish as L → ∞.

The only enclosed pole is at u = iπ. With u = iπ + v, cosh(u/2) = i sinh(v/2), so

w = −1/[4 sinh²(v/2)] = −1/v² + 1/12 + …,

e^{iau} = e^{−πa}(1 + iav + …).

The coefficient of 1/v in the product is −ia e^{−πa}. Therefore

I(1 − e^{−2πa}) = 2πi(−ia e^{−πa}) = 2πa e^{−πa},

I = 2πa/(e^{πa} − e^{−πa}) = πa/sinh πa = R(X),

X = πa = 2π²p m kT/(ħeB).

This is the factor of the conductivity: σ̃ = σ₁R(X) cos θ.

*The two derivatives.* Since w falls exponentially, I may be differentiated under the integral. Each derivative d/da brings down iu, and on the right it equals π d/dX:

∫ u w e^{iau} du = −iπR′(X), ∫ u² w e^{iau} du = −π²R″(X).

The imaginary part of the first and the real part of the second are M₁ = −πR′ and M₂ = −π²R″. Hence

α̃ = −(πk/e) σ₁ R′(X) sin θ,

C̃ = −π²k²T g₁ R″(X) cos θ.

The thermoelectric oscillation is a quarter period out of step with that of the conductivity, because the factor u is odd about μ. The second derivative is the thermal factor of C̃/T; C̃ itself carries one more power of T. Relative to the smooth specific heat C₀ = π²k²Tg₀/3,

C̃/C₀ = −3(g₁/g₀) R″(X) cos θ.

*Check through the grand potential.* At T = 0, g̃ = −∂²Ω̃/∂μ² gives Ω̃ = (g₁/λ²) cos θ. For independent electrons a finite temperature averages the zero-temperature Ω over the window −∂f/∂ε, so Ω̃ = (g₁/λ²)R(X) cos θ. Since X = πλkT, each ∂/∂T equals πλk d/dX, and

C̃ = −T ∂²Ω̃/∂T² = −T(g₁/λ²)(πλk)²R″ cos θ = −π²k²T g₁R″ cos θ,

as before.

*From α to the thermopower.* Let r = σ₁/σ₀ ≪ 1 and S₀ = α₀/σ₀. To first order in r,

S = (α₀ + α̃)/(σ₀ + σ̃) ≈ S₀ + α̃/σ₀ − S₀σ̃/σ₀,

S̃ = −(πk/e) r R′ sin θ − S₀ r R cos θ.

If σ₀ is proportional to ε^s, expanding it to first order about μ and using ∫u²w du = π²/3 gives S₀ = −(π²/3)(k/e)s kT/μ. The cosine term is then smaller than the sine term by the factor

(π/3) s (kT/μ) R/|R′|.

For small X, where R/|R′| → 3/X, this becomes sħω_c/(2πpμ), which is small when many Landau levels are filled. An energy dependence of σ₁ on the scale of μ, left out here, would add the term (π²k²T/e)(dσ₁/dε)R″ cos θ to α̃. Since it can be of similar size, the small cosine term should not be interpreted on its own in a real metal.

*Closed forms.* Differentiating X/sinh X once gives

R′ = 1/sinh X − X cosh X/sinh²X = −(X coth X − 1)/sinh X.

Differentiating again,

R″ = −2 cosh X/sinh²X − X/sinh X + 2X cosh²X/sinh³X.

Over the common denominator sinh³X, the terms in X combine as −sinh²X + 2cosh²X = 1 + cosh²X, so

R″ = [X(1 + cosh²X) − sinh 2X]/sinh³X.

*The single zero.* Put y = 2X and use cosh²X = (1 + cosh y)/2. The numerator becomes G(y)/4 with

G(y) = y(3 + cosh y) − 4 sinh y.

In the power series the terms linear in y cancel. For n ≥ 1 the coefficient of y^{2n+1} is

1/(2n)! − 4/(2n+1)! = (2n − 3)/(2n+1)!.

It equals −1/6 for n = 1 and is positive for every n ≥ 2. Thus G/y³ starts at −1/6 and increases steadily without limit, so it crosses zero once for y > 0. Numerically the zero is

X* = 1.606.

Below X* R″ is negative and C̃ is in phase with the density of states at μ; above X* it is in antiphase. Because the derivative of −R′ is −R″, which turns from positive to negative at X*, the thermopower factor −R′ has its single maximum there, −R′(X*) = 0.310. The conductivity factor has neither a zero nor an extremum here, R(X*) = 0.672, but since R″ changes sign, X* is its inflection point, where it falls most steeply with X.

*Two limits.* For small X, R = 1 − X²/6 + …, so −R′ → X/3 and R″ → −1/3. Then C̃ → (π²/3)k²T g₁ cos θ, the usual linear specific heat with g̃(μ) in place of g. Likewise α̃ → −(π²/3)(k²T/e) dσ̃/dμ, which is the Mott formula. Both hold as long as the phase changes little across the thermal window.

For large X, keeping the leading exponentials,

−R′ ≈ 2(X − 1)e^{−X}, R″ ≈ 2(X − 2)e^{−X}.

The second form is largest at X = 3. The full R″ has its maximum at X = 2.82, where −3R″ = −0.318. The inverted oscillation of C/C₀ therefore reaches about a third of the amplitude g₁/g₀ found at low temperature.

**Numbers, and comparison with the estimate**

For p = 1 the Landau-level spacing is 5.79 meV, so μ contains 17.3 spacings. The thermal parameter is X = (0.2939 K⁻¹)T, and the inversion temperature is

T* = 1.6061/(0.2939 K⁻¹) = 5.47 K.

With πk/e = 270.7 μV/K and r = 0.01, the sine amplitude of the thermopower at T* is

270.7 μV/K × 0.01 × 0.3098 = 0.839 μV/K.

At 3 K, where R″ = −0.1842, the specific-heat amplitude relative to C₀ is

−3 × 0.01 × (−0.1842) = 0.0055, or 0.55 percent.

The same steps at the other temperatures give:

- 3 K: X = 0.882, thermopower 0.667 μV/K, specific heat +0.55 percent
- 5.47 K: X = 1.606, thermopower 0.839 μV/K, specific heat zero
- 8 K: X = 2.351, thermopower 0.726 μV/K, specific heat −0.28 percent

For a smooth conductivity proportional to ε^{3/2}, S₀ at T* is −2.00 μV/K. For these parameters the conductivity at T* oscillates by rR(X*) = 0.67 percent of σ₀, while the thermopower oscillates by 0.839/2.00, about 40 percent of |S₀|. The cosine term is 0.0135 μV/K, or 1.6 percent of the sine term.

The scaling estimate X ≈ 2.06 corresponds to 7.0 K and is 28 percent too high. The error comes from putting each lobe of u²w at its peak, although the lobe has a long outer tail. The series of R to fourth order, 1 − X²/6 + 7X⁴/360, yields the moments ∫u²w du = π²/3 and ∫u⁴w du = 7π⁴/15. The root-mean-square distance from μ with weight u²w is therefore

√(7π²/5) ≈ 3.72,

well outside the peak at 2.40. A spike placed there would give X = π²/(2 × 3.72) ≈ 1.33, which is too low: this spike reproduces M₂(a)/M₂(0) only through order a², and near the zero the higher moments of the lobe are no longer negligible. The true zero lies between the two. The estimate has the right mechanism and the right dependence, T* ∝ B/(pm), but the number requires the whole lobe.

The upper limit on the thermopower amplitude, 1.39(k/e)r, is 1.19 μV/K. The actual maximum is 70 percent of it, since the sine cannot be 1 at all energies together.

**Where the inversion can be seen, and where it is blurred**

The percentages above refer to the electronic specific heat alone. A single parabolic valley with the model m and μ holds about 1.3 × 10¹⁹ electrons per cm³, the density of a semimetal or a heavily doped semiconductor. Against a Debye lattice with 5 × 10²² atoms per cm³ and a Debye temperature of 300 K, C₀ is only about 1.4 percent at 3 K and 0.2 percent at 8 K, and the oscillation is about 8 × 10⁻⁵ and 6 × 10⁻⁶ of the lattice specific heat. Likewise S₀ is the diffusion part only; phonon drag can change the measured background.

At fixed temperature X is proportional to 1/B, so the inversion can also be crossed by changing the field. At 3 K it lies at

B* = 10 T × 0.8816/1.6061 = 5.49 T.

Below this field the specific-heat oscillation is inverted. Its position gives the mass, m = X*ħeB/(2π²p kT), without knowledge of the size of g₁, provided g₁ keeps its sign over the sweep. Beats between two orbits of nearby frequency give further nodes; these stay at the same field when T is changed, whereas this node moves as B* ∝ T. The thermopower maximum coincides with X* in a temperature sweep at fixed B. In a field sweep σ₁/σ₀ itself varies with B. Where it grows with B, the maximum lies at a higher field than the one given by X*, possibly a much higher one, so it should not be used to find the mass.

Each harmonic has its own X, proportional to p, so the second inverts at T*/2. At the node of the first harmonic the second has −3R″(2X*) = −0.302. The total oscillation therefore vanishes at T* only to the extent that the higher harmonics of g are small, as they are when the levels are strongly broadened.

At fixed electron number N rather than fixed μ, dN = 0 and the Maxwell relation ∂S_e/∂μ = ∂N/∂T for the entropy S_e give

C_N = C − T(∂N/∂T)²/(∂N/∂μ).

Here ∂N/∂T is the sum of a smooth part (π²/3)k²T dg₀/dμ and an oscillating part πk g₁R′ sin θ. Relative to C₀g₁/g₀, the oscillating corrections are of order kT/μ or g₁/g₀. At fixed N the chemical potential also oscillates: the oscillating part of N at given μ is (g₁/λ)R sin θ, so δμ ≈ −(g₁/λg₀)R sin θ. This shifts θ by an amount of order g₁/g₀ and, through dg₀/dμ, modulates C₀ at relative order ħω_c/μ on the same scale. When g₁ ≪ g₀ all these corrections are negligible away from the node, but at the node they leave a small remainder.

The numerical output below includes the temperature zero of the first harmonic, extracted from an explicit sum over sharp Landau levels. It agrees with the zero of R″ to all printed digits. The sum itself still oscillates there, because sharp levels have strong higher harmonics.

Values computed for the example and the checks

```
X* (zero of R''), dimensionless: 1.606115
X* from explicit Landau-level sum: 1.606115
X at maximum of -R': 1.6061
R(X*): 0.6716
-R'(X*), maximum thermopower factor: 0.3098
X at largest inverted heat factor: 2.823
-3R'' at that X: -0.3182
-3R''(2X*), second harmonic at node: -0.3019
cyclotron mass / electron mass: 0.2
field B: 10.0 T
chemical potential: 0.1 eV
relative amplitude sigma1/sigma0 = g1/g0: 0.01
Landau-level spacing: 5.788 meV
oscillation frequency F: 172.8 T
mu / level spacing: 17.28
X per kelvin: 0.2939 1/K
inversion temperature T*: 5.466 K
inversion field at 3 K: 5.489 T
pi k/e: 270.72 microvolt/K
T = 3.000 K: X = 0.8816
  R = 0.8813, -R' = 0.2465, R'' = -0.1842
  thermopower sine amplitude: 0.6673 microvolt/K
  smooth thermopower S0: -1.0994 microvolt/K
  small cosine term: 0.0097 microvolt/K
  signed heat amplitude / smooth heat: 0.5527 percent
T = 5.466 K: X = 1.6061
  R = 0.6716, -R' = 0.3098, R'' = 0 (below 1e-9)
  thermopower sine amplitude: 0.8387 microvolt/K
  smooth thermopower S0: -2.0028 microvolt/K
  small cosine term: 0.0135 microvolt/K
  signed heat amplitude / smooth heat: 0.0000 percent
T = 8.000 K: X = 2.3509
  R = 0.4521, -R' = 0.2681, R'' = 0.0939
  thermopower sine amplitude: 0.7257 microvolt/K
  smooth thermopower S0: -2.9316 microvolt/K
  small cosine term: 0.0133 microvolt/K
  signed heat amplitude / smooth heat: -0.2816 percent
```
